**Weyl chiralities and slice Chern numbers**

The program tests that the chiralities $\chi=\operatorname{sgn}\det v$ of all Weyl nodes between bands $n$ and $n+1$ sum to zero. Here $v$ is the matrix of cone slopes, and $C(k_z)$ is the Chern number of the lowest $n$ bands on a slice of fixed $k_z$. For a two-band model it finds six nodes by Newton iteration and asserts that the Berry flux through a small sphere around each one equals $2\pi\chi$. It integrates the curvature on the slices between nodes and asserts that $C$ is an integer, agrees with a calculation from state overlaps, and jumps by $\chi$ at each node. The output shows $C$ running through $+1,0,-1,0,-1,0,+1$ round the zone, while the chiralities of the half zone $0<k_z<\pi$ sum to $+1$. A uniform $\sigma_z$ shift reduces the six nodes to four with the sum still zero. Two random three-band models have 2, 2, 10 and 6 nodes in their four gaps, and the program asserts a zero sum in each gap and the matching changes of $C$ between slices. A quadratic touching is asserted to carry two units of flux.

## Program and output

```python
"""Result under test: in a periodic lattice the chiralities of all Weyl nodes
between bands n and n+1 sum to zero, because the Chern number C(kz) of the
lowest n bands on a slice of fixed kz jumps by chi at each node and is periodic.

Symbols: k = reduced wave vector (radians, wave vector times lattice constant);
chi = sign det v for the cone q_i v_ia sigma_a; A = i<u|grad u>, curvature = curl A,
C = (integral of curvature over the slice)/(2 pi).
A model is a pair (R, h): H(k) = sum_R h_R exp(i k.R) + Hermitian conjugate.
"""
import numpy as np
from scipy import constants as const

PI = np.pi
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.array([[1, 0], [0, -1]], complex)
PAULI = np.array([SX, SY, SZ])


def dagger(m):
    return np.conj(np.swapaxes(m, -1, -2))


def bloch(model, k):
    R, h = model
    half = np.tensordot(np.exp(1j * (k @ R.T)), h, axes=1)
    return half + dagger(half)


def bloch_gradient(model, k):
    R, h = model
    phase = np.exp(1j * (k @ R.T))
    parts = []
    for i in range(3):
        half = np.tensordot(1j * phase * R[:, i], h, axes=1)
        parts.append(half + dagger(half))
    return np.stack(parts, axis=-3)


def local_cone(model, n, k):
    """Half splitting vector d and slopes v[i, a] in the frame of bands n, n+1."""
    energy, states = np.linalg.eigh(bloch(model, k))
    pair = states[:, :, n - 1:n + 1][:, None]
    block = dagger(pair) @ bloch_gradient(model, k) @ pair
    slopes = np.einsum('aij,ksji->ksa', PAULI, block).real / 2
    d = np.zeros((len(k), 3))
    d[:, 2] = (energy[:, n - 1] - energy[:, n]) / 2
    return d, slopes


def find_nodes(model, n, per_axis):
    """Newton search for all band touchings; returns positions, chi, slopes."""
    axis = -PI + 2 * PI * (np.arange(per_axis) + 0.37) / per_axis
    k = np.stack(np.meshgrid(axis, axis + 0.05, axis + 0.11, indexing='ij'), -1)
    k = k.reshape(-1, 3)
    for _ in range(40):
        d, v = local_cone(model, n, k)
        normal = v @ np.swapaxes(v, 1, 2) + 1e-12 * np.eye(3)
        step = np.linalg.solve(normal, -(v @ d[..., None]))[..., 0]
        length = np.linalg.norm(step, axis=1, keepdims=True)
        k = k + step * np.minimum(1, 0.3 / np.maximum(length, 1e-30))
    d, v = local_cone(model, n, k)
    k = k[np.abs(d[:, 2]) < 1e-9]
    k = k - 2 * PI * np.ceil((k - PI - 1e-6) / (2 * PI))
    found = []
    while len(k):
        found.append(k[0])
        k = k[np.abs(np.exp(1j * k) - np.exp(1j * k[0])).max(axis=1) > 1e-5]
    if not found:
        return np.zeros((0, 3)), np.zeros(0, int), np.zeros((0, 3, 3))
    nodes = np.array(found)
    nodes = nodes[np.argsort(nodes[:, 2])]
    v = local_cone(model, n, nodes)[1]
    return nodes, np.sign(np.linalg.det(v)).round().astype(int), v


def link_flux(states):
    """Berry flux / 2 pi through a mesh of states, from overlaps alone."""
    def link(a, b):
        return np.linalg.det(dagger(a) @ b)
    first = link(states[:-1], states[1:])
    second = link(states[:, :-1], states[:, 1:])
    loop = (first[:, :-1] * second[1:] * np.conj(first[:, 1:])
            * np.conj(second[:-1]))
    return -np.angle(loop).sum() / (2 * PI)


def slice_points(kz, mesh, offset=0.0):
    axis = -PI + 2 * PI * (np.arange(mesh) + offset) / mesh
    kx, ky = np.meshgrid(axis, axis, indexing='ij')
    return np.stack([kx, ky, np.full_like(kx, kz)], -1)


def chern_links(model, n, kz, mesh=60):
    s = np.linalg.eigh(bloch(model, slice_points(kz, mesh, 0.41)))[1][..., :n]
    s = np.concatenate([s, s[:1]], axis=0)
    s = np.concatenate([s, s[:, :1]], axis=1)
    return link_flux(s)


def chern_curvature(model, n, kz, mesh=120):
    """Plain quadrature of the sum-over-states curvature, and least half gap."""
    k = slice_points(kz, mesh).reshape(-1, 3)
    energy, states = np.linalg.eigh(bloch(model, k))
    v = dagger(states)[:, None] @ bloch_gradient(model, k) @ states[:, None]
    curvature = np.zeros(len(k))
    for m in range(n):
        for l in range(n, energy.shape[1]):
            curvature -= 2 * np.imag(v[:, 0, m, l] * v[:, 1, l, m]) \
                / (energy[:, l] - energy[:, m])**2
    half_gap = (energy[:, n] - energy[:, n - 1]).min() / 2
    return curvature.sum() * (2 * PI / mesh)**2 / (2 * PI), half_gap


def sphere_charge(model, n, centre, radius=0.01):
    """Outward Berry flux / 2 pi through a small sphere."""
    theta, phi = np.meshgrid(np.linspace(0, PI, 25),
                             2 * PI * np.arange(48) / 48, indexing='ij')
    unit = np.stack([np.sin(theta) * np.cos(phi), np.sin(theta) * np.sin(phi),
                     np.cos(theta)], -1)
    s = np.linalg.eigh(bloch(model, centre + radius * unit))[1][..., :n]
    return link_flux(np.concatenate([s, s[:, :1]], axis=1))


# ---------------- worked two-band model (energies in eV, length in nm)
a_nm, t, t0, g = 0.5, 0.4, 0.4, 0.5
mx, my = 0.16, 0.24
R_NEAR = np.array([[0, 0, 0], [1, 0, 0], [0, 1, 0], [0, 0, 1]])


def worked_model(shift=0.0):
    return R_NEAR, np.array([(mx + my - t0 * g + shift) * SZ / 2,
                             t * SX / 2j - mx * SZ / 2,
                             t * SY / 2j - my * SZ / 2,
                             t0 * SZ / 2])


model = worked_model()
nodes, chi, slopes = find_nodes(model, 1, 10)
heights = nodes[:, 2]
expected = np.arccos([g, g - 2 * mx / t0, g - 2 * my / t0])
assert len(nodes) == 6
assert np.allclose(heights, np.sort(np.r_[expected, -expected]), atol=1e-7)
assert np.array_equal(chi, -np.sign(np.cos(nodes[:, 0]) * np.cos(nodes[:, 1])
                                    * np.sin(heights)).astype(int))
charges = np.array([sphere_charge(model, 1, p) for p in nodes])
assert np.allclose(charges, chi, atol=1e-6)

# slice j lies just above node j; the last one closes the circle round the zone
slices = (heights + np.r_[heights[1:], heights[0] + 2 * PI]) / 2
results = [chern_curvature(model, 1, z) for z in slices]
chern = np.array([r[0] for r in results])
assert np.allclose(chern, np.round(chern), atol=1e-6)
assert np.allclose(chern, [chern_links(model, 1, z) for z in slices], atol=1e-6)
jumps = chern - np.roll(chern, 1)
assert np.allclose(jumps, chi, atol=1e-6)
assert chi.sum() == 0

# constancy between two neighbouring nodes
inside = np.linspace(heights[3], heights[4], 7)[1:-1]
plateau = np.array([chern_curvature(model, 1, z, 240)[0] for z in inside])
assert np.allclose(plateau, chern[3], atol=1e-4)

# half a zone is not periodic, and its chiralities need not cancel
half_sum = chi[heights > 0].sum()
c_zero, c_edge = (chern_curvature(model, 1, z)[0] for z in (0.0, PI))
assert abs(half_sum - (c_edge - c_zero)) < 1e-6 and half_sum != 0

# a uniform sigma_z shift merges the pair on the line (0, pi, kz) at kz = pi
midway = np.linalg.eigvalsh(bloch(model, np.array([0.0, PI, PI])))
merge_energy = (midway[1] - midway[0]) / 2
merging = []
for factor in (0.8, 1.2):
    _, chi_s, _ = find_nodes(worked_model(factor * merge_energy), 1, 10)
    merging.append((factor * merge_energy, len(chi_s), chi_s.sum()))
assert [m[1] for m in merging] == [6, 4]
assert all(m[2] == 0 for m in merging)

# ---------------- generic three-band models, both gaps
rng = np.random.default_rng(7)
generic = []
for trial in range(2):
    h = rng.normal(size=(4, 3, 3)) + 1j * rng.normal(size=(4, 3, 3))
    h[0] *= 0.3
    random_model = (R_NEAR, h)
    for n in (1, 2):
        p, c, _ = find_nodes(random_model, n, 12)
        for point, sign in zip(p, c):
            assert abs(sphere_charge(random_model, n, point) - sign) < 1e-6
        trial_z = -PI + 2 * PI * (np.arange(16) + 0.3) / 16
        kept = [z for z in trial_z
                if len(p) == 0 or np.abs(p[:, 2] - z).min() > 0.05]
        c_slice = [chern_links(random_model, n, z) for z in kept]
        for z, value in zip(kept, c_slice):
            crossed = c[(p[:, 2] > kept[0]) & (p[:, 2] < z)].sum()
            assert abs(value - c_slice[0] - crossed) < 1e-6
        assert c.sum() == 0
        generic.append((trial + 1, n, len(c), c.sum(), len(kept)))
assert sum(row[2] for row in generic) > 0

# ---------------- quadratic touching: d = (cos ky - cos kx, sin kx sin ky, sin kz)
R_quad = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1], [1, -1, 0], [1, 1, 0]])
quadratic = (R_quad, np.array([-SX / 2, SX / 2, SZ / 2j, SY / 4, -SY / 4]))
quad_charge = sphere_charge(quadratic, 1, np.zeros(3), 0.1)
assert abs(quad_charge - 2) < 1e-6

# ---------------- sizes of effects left out, for a narrow wire
hbar_ev = const.hbar / const.e
speed = np.linalg.norm(slopes, axis=2) * a_nm * 1e-9 / hbar_ev
temperature, width_nm, path_nm = 300.0, 10.0, 10.0
thermal = const.k * temperature / const.e
hbar_v = hbar_ev * speed.max() * 1e9
confinement = PI * hbar_v / width_nm
broadening = hbar_v / (2 * path_nm)

print(f"lattice constant a = {a_nm} nm; g = {g}")
print(f"t = {t} eV, t0 = {t0} eV, mx = {mx} eV, my = {my} eV")
print("nodes: kx, ky, kz (1/nm); chi; sphere flux/2pi; vx, vy, vz (1e5 m/s)")
for p, c, q, s in zip(nodes, chi, charges, speed):
    x, y, z = np.round(p / a_nm, 4) + 0.0
    print(f"  {x:7.4f} {y:7.4f} {z:8.4f}  {c:+d}  {q:+.4f}"
          f"  {s[0]/1e5:.3f} {s[1]/1e5:.3f} {s[2]/1e5:.3f}")
print("slice above each node: kz (1/nm); least half gap on mesh (eV); C; jump")
for z, (c, gap), j in zip(slices, results, jumps):
    print(f"  {z/a_nm:8.4f}  {gap:.4f}  {c + 0.0:+.6f}  {j:+.6f}")
print(f"largest distance of C from an integer: {abs(chern-np.round(chern)).max():.1e}")
print(f"sum of chi, whole zone: {chi.sum()}")
print(f"sum of chi, 0 < kz < pi/a: {half_sum:+d}")
print(f"C(kz=0) = {c_zero:+.4f}, C(kz=pi/a) = {c_edge:+.4f}")
print("sigma_z shift (eV); number of nodes; sum of chi")
for shift, count, total in merging:
    print(f"  {shift:.3f}  {count}  {total}")
print("generic three-band models: model; n; nodes; sum of chi; slices tested")
for row in generic:
    print("  " + "  ".join(str(int(x)) for x in row))
print(f"quadratic touching, sphere flux/2pi: {quad_charge:+.4f}")
print(f"half gap midway between merging pair: {merge_energy:.4f} eV")
print(f"thermal energy kT at {temperature:.0f} K: {thermal:.4f} eV")
print(f"largest hbar*v: {hbar_v:.4f} eV nm")
print(f"level spacing pi*hbar*v/L, L = {width_nm:.0f} nm: {confinement:.4f} eV")
print(f"broadening hbar*v/(2*path), path = {path_nm:.0f} nm: {broadening:.4f} eV")
print("verified")
```

Output:

```
lattice constant a = 0.5 nm; g = 0.5
t = 0.4 eV, t0 = 0.4 eV, mx = 0.16 eV, my = 0.24 eV
nodes: kx, ky, kz (1/nm); chi; sphere flux/2pi; vx, vy, vz (1e5 m/s)
   0.0000  6.2832  -4.6924  -1  -1.0000  3.039 3.039 2.170
   6.2832  0.0000  -3.7510  -1  -1.0000  3.039 3.039 2.899
   0.0000  0.0000  -2.0944  +1  +1.0000  3.039 3.039 2.631
   0.0000  0.0000   2.0944  -1  -1.0000  3.039 3.039 2.631
   6.2832  0.0000   3.7510  +1  +1.0000  3.039 3.039 2.899
   0.0000  6.2832   4.6924  +1  +1.0000  3.039 3.039 2.170
slice above each node: kz (1/nm); least half gap on mesh (eV); C; jump
   -4.2217  0.0743  -0.000000  -1.000000
   -2.9227  0.1563  -1.000000  -1.000000
    0.0000  0.2000  +0.000000  +1.000000
    2.9227  0.1563  -1.000000  -1.000000
    4.2217  0.0743  -0.000000  +1.000000
    6.2832  0.1200  +1.000000  +1.000000
largest distance of C from an integer: 5.6e-10
sum of chi, whole zone: 0
sum of chi, 0 < kz < pi/a: +1
C(kz=0) = +0.0000, C(kz=pi/a) = +1.0000
sigma_z shift (eV); number of nodes; sum of chi
  0.096  6  0
  0.144  4  0
generic three-band models: model; n; nodes; sum of chi; slices tested
  1  1  2  0  15
  1  2  2  0  16
  2  1  10  0  16
  2  2  6  0  15
quadratic touching, sphere flux/2pi: +2.0000
half gap midway between merging pair: 0.1200 eV
thermal energy kT at 300 K: 0.0259 eV
largest hbar*v: 0.2000 eV nm
level spacing pi*hbar*v/L, L = 10 nm: 0.0628 eV
broadening hbar*v/(2*path), path = 10 nm: 0.0100 eV
verified
```
